\section*{Minimum current of an ambipolar Schottky-barrier transistor at half drain voltage}

\section{Definitions and conventions}

The source is grounded and the drain is held at $V_d>0$. Energies are in eV and voltages in V, so an electron at potential $V$ has potential energy $-V$. The midgap energy along the channel is $U(x)$, with $0\le x\le L$, and the band edges are $U\pm\Delta$. The source Fermi level is zero and the drain Fermi level is $-V_d$. With $f(E)=1/(1+e^{E/kT})$, the source and drain occupations are $f(E)$ and $f(E+V_d)$.

Midgap contacts pin each metal's Fermi level at the local midgap: $U(0)=0$ and $U(L)=-V_d$. The gate voltage $V_g$ is measured from flat band, so a long channel has $U=-V_g$ in its interior. If flat band occurs at a voltage $V_{FB}$ on the instrument, a minimum at $V_g=V_d/2$ is read as $V_{FB}+V_d/2$.

Channel charge is neglected at first. The gate restores the interior potential over a screening length $\lambda$:
\begin{equation}
U''=\frac{U+V_g}{\lambda^2}.
\end{equation}
For $u=U+V_g$ this reads $u''=u/\lambda^2$, with $u(0)=V_g$ and $u(L)=V_g-V_d$. Two hyperbolic sines, each vanishing at one end, meet these conditions:
\begin{equation}
U=-V_g+\frac{V_g\sinh\frac{L-x}{\lambda}+(V_g-V_d)\sinh\frac{x}{\lambda}}{\sinh(L/\lambda)} .
\end{equation}

``Ideal gate control'' must mean more than an interior that follows the gate. The contact barriers must also be thin enough for the gate to control the current through them. Symmetry makes $V_d/2$ a stationary point; thin barriers make it a minimum.

\section{What the symmetry gives}

At $V_g=V_d/2$ the bands step down by $V_d/2$ at the source and again by $V_d/2$ at the drain. The barrier met by electrons at the source is the mirror image of the barrier met by holes at the drain. A two-band wave equation turns this picture into a statement about the current.

Let $\sigma_x,\sigma_z$ be Pauli matrices and $v$ the band velocity:
\begin{equation}
\left[-i\hbar v\sigma_z\partial_x+\Delta\sigma_x+U(x)\right]\psi=E\psi .
\end{equation}
For constant $U$ and wave number $k$, squaring the first two terms gives $(E-U)^2=\Delta^2+(\hbar vk)^2$, which is two symmetric bands. The metals are modelled as leads with $\Delta=0$. There the upper component of $\psi$ moves right and the lower moves left, both at speed $v$.

\subsection{Transmission}

Multiplying the wave equation by $i\sigma_z/(\hbar v)$ and rearranging gives
\begin{equation}
\psi'=\frac{i}{\hbar v}\sigma_z\left(E-U-\Delta\sigma_x\right)\psi .
\end{equation}
Define $M$ by $\psi(L)=M\psi(0)$. The matrix multiplying $\psi$ has zero trace, so $\det M=1$. A wave incident from the source obeys $(t,0)^T=M(1,r)^T$. The second row gives $r=-M_{21}/M_{22}$, and the first then gives
\begin{equation}
t=M_{11}-\frac{M_{12}M_{21}}{M_{22}}=\frac{\det M}{M_{22}}=\frac1{M_{22}} .
\end{equation}
Thus $T=|t|^2=1/|M_{22}|^2$.

The derivative of $\psi^\dagger\sigma_z\psi$ is zero, because $\psi^\dagger\sigma_z\psi'$ is $i$ times a real number and cancels against its conjugate. Hence $M^\dagger\sigma_zM=\sigma_z$, and therefore also $M\sigma_zM^\dagger=\sigma_z$. The first relation gives $|M_{11}|^2-|M_{21}|^2=1$ and the second gives $|M_{22}|^2-|M_{21}|^2=1$. Consequently $|M_{11}|=|M_{22}|$.

\subsection{Exchange of carriers and contacts}

Define $\phi(x)=\sigma_z\psi(L-x)$. Reflection reverses the derivative, and $\sigma_z\sigma_x\sigma_z=-\sigma_x$, so
\begin{equation}
\left[i\hbar v\sigma_z\partial_x-\Delta\sigma_x+U(L-x)\right]\phi=E\phi .
\end{equation}
Multiply by $-1$ and subtract $V_d$ from both the potential and the energy. The original equation returns, with
\begin{equation}
\widetilde U(x)=-V_d-U(L-x),\qquad \widetilde E=-E-V_d .
\end{equation}
The new end values are $\widetilde U(0)=0$ and $\widetilde U(L)=-V_d$, as before. Moreover,
\begin{equation}
\widetilde U''=-\frac{U(L-x)+V_g}{\lambda^2}
=\frac{\widetilde U+(V_d-V_g)}{\lambda^2}.
\end{equation}
The transformed device is therefore the same device at gate voltage $V_d-V_g$.

For the source-incident wave, $\phi(0)=(t,0)^T$ and $\phi(L)=(1,-r)^T$. The new transfer matrix $\widetilde M$ thus has $\widetilde M_{11}=1/t$. Since its two diagonal elements have equal magnitude, its transmission is again $|t|^2$:
\begin{equation}
T(E;V_g)=T(-E-V_d;V_d-V_g).
\end{equation}

The current, positive from drain to source, is
\begin{equation}
I=G\int T(E;V_g)W(E)\,dE,\quad W=f(E)-f(E+V_d),
\end{equation}
where $G=4e^2/h$ counts two spins and two equivalent valleys, and $E$ in eV is read as volts. From $f(-z)=1-f(z)$,
\begin{align}
W(-E-V_d)&=f(-E-V_d)-f(-E)\nonumber\\
&=[1-f(E+V_d)]-[1-f(E)]=W(E).
\end{align}
Changing the integration variable to $-E-V_d$ gives $I(V_g)=I(V_d-V_g)$.

\section{From stationary point to minimum}

Call the current at $E>-V_g$ the electron branch $I_n$ and the rest the hole branch $I_p$. The exchange maps energies above interior midgap to energies below it, so $I_p(V_g)=I_n(V_d-V_g)$ and
\begin{equation}
I(V_g)=I_n(V_g)+I_n(V_d-V_g).
\end{equation}
For a smooth branch, the chain rule gives
\begin{align}
I'(V_g)&=I_n'(V_g)-I_n'(V_d-V_g),\\
I''(V_d/2)&=2I_n''(V_d/2).
\end{align}
The first derivative vanishes at $V_d/2$ whatever the sign of the second.

Convexity settles the sign. A convex function lies at or below its chords, so its value at the midpoint of two arguments does not exceed the mean of its values there. The arguments $V_g$ and $V_d-V_g$ have midpoint $V_d/2$, hence
\begin{equation}
I(V_g)\ge 2I_n(V_d/2)=I(V_d/2)
\end{equation}
wherever both arguments lie in the convex range. Physically, a gate step away from the centre adds more current to the branch it opens than it removes from the branch it closes.

An exponential branch shows the shape. If $I_n=Ae^{V_g/V_0}$, then
\begin{equation}
I=2Ae^{V_d/(2V_0)}\cosh\frac{V_g-V_d/2}{V_0}.
\end{equation}
The voltage $V_0$ sets the width of the minimum, and, if $A$ and $V_0$ do not change with $V_d$, raising $V_d$ raises its floor exponentially.

\subsection{Transparent contacts}

In the thin-barrier limit, let transmission depend only on energy from interior midgap, $\varepsilon=E+V_g$. Take $\tau(\varepsilon)$ even and nondecreasing in $|\varepsilon|$: states deeper in a band are transmitted at least as well. Convexity of $I_n$ is then not needed. This is an idealization of reflectionless contacts: the wave model above, even as $\lambda\to0$, keeps reflection at its abrupt edges, and its $\tau$ then has interference fringes and is not monotone.

Write $s=V_g-V_d/2$ and $E=-V_d/2+y$, so that $y=\varepsilon-s$. The Fermi window becomes
\begin{equation}
P(y)=f(y-V_d/2)-f(y+V_d/2).
\end{equation}
It is even, by the identity already used for $W$. Also $-f'(z)=1/[4kT\cosh^2(z/2kT)]$ decreases with $|z|$. For $y>0$, $y-V_d/2$ is closer to zero than $y+V_d/2$, so $P'(y)<0$. The window is largest at its centre.

Integrating by parts removes the derivative from $P$. The boundary terms vanish because $P$ does so at large energy:
\begin{align}
\frac{dI}{ds}&=-G\int\tau(\varepsilon)P'(\varepsilon-s)\,d\varepsilon
=G\int\tau'(\varepsilon)P(\varepsilon-s)\,d\varepsilon\nonumber\\
&=G\int_0^\infty\tau'(\varepsilon)
[P(\varepsilon-s)-P(\varepsilon+s)]\,d\varepsilon .
\end{align}
The last step uses odd $\tau'$ and even $P$. For $s>0$ the bracket is positive, since $|\varepsilon-s|<\varepsilon+s$. Current therefore cannot fall as the gate moves away from $V_d/2$, and mirror symmetry covers $s<0$. The gap blocks the most current when it is centred in the window.

For a sharp gap, $\tau=0$ when $|\varepsilon|<\Delta$ and $\tau=1$ outside. Both bands contribute equally at $s=0$. Using $\int_\Delta^\infty f(y-a)dy=kT\ln[1+e^{(a-\Delta)/kT}]$ with $a=\pm V_d/2$,
\begin{equation}
I_{\min}=2GkT\ln\frac{1+e^{(V_d/2-\Delta)/kT}}
{1+e^{-(V_d/2+\Delta)/kT}} .
\end{equation}
When $\Delta-V_d/2\gg kT$, expanding both logarithms gives $4GkTe^{-\Delta/kT}\sinh(V_d/2kT)$. When $V_d/2-\Delta\gg kT$, the result tends to $G(V_d-2\Delta)$: the gap merely removes its width from a wide window. Then $P(\Delta-s)$ and $P(\Delta+s)$ are both close to one near the centre, and the minimum is very flat.

\subsection{Thick contacts}

Now suppress tunnelling and reflection, so that a carrier passes only by clearing the barrier. An interior maximum of $U$ requires $U''\le0$, hence $U\le-V_g$. In a long channel the highest midgap is therefore the largest of $0$, $-V_g$ and $-V_d$. The electron barrier, and the hole barrier obtained by exchange, are
\begin{equation}
B_n=\Delta+\max(0,-V_g),\quad B_p=\Delta+\max(0,V_g-V_d).
\end{equation}
Integrating $W$ above each barrier gives
\begin{equation}
I=GkT\sum_{j=n,p}\ln\frac{1+e^{-B_j/kT}}{1+e^{-(B_j+V_d)/kT}} .
\end{equation}
For $0\le V_g\le V_d$, both barriers equal $\Delta$ and the current is flat. Outside that range one branch closes while the other stays limited by its contact, so the current falls towards half. In this limit $V_d/2$ lies on a maximum plateau, although the symmetry is intact.

\section{How large the effect is}

The example has a gap of $0.60$ eV, $\hbar v=0.60$ eV\,nm, $\lambda=3.0$ nm, $L=40$ nm, $T=300$ K and $V_d=0.40$ V. Solving the wave equation gives these currents in nA:
\begin{center}
\begin{tabular}{cccc}
$V_g$ (V) & electrons & holes & total\\
0.00 & 0.0174 & 852 & 852\\
0.10 & 0.326 & 112 & 112\\
0.15 & 1.42 & 27.4 & 28.8\\
0.20 & 6.22 & 6.22 & 12.4\\
0.25 & 27.4 & 1.42 & 28.8\\
0.30 & 112 & 0.326 & 112\\
0.40 & 852 & 0.0174 & 852
\end{tabular}
\end{center}

A step of $+0.05$ V from the centre adds $27.38-6.22=21.2$ nA of electron current and removes $6.22-1.42=4.8$ nA of hole current. That imbalance is the minimum. On the full 50 mV grid from 0 to 0.40 V, every successive increase in electron current is larger than the one before. A search over $0\le V_g\le V_d$ that was not told the midpoint found the minimum at $0.100$, $0.200$ and $0.250$ V for $V_d=0.20$, $0.40$ and $0.50$ V.

Between 0.15 and 0.25 V the electron branch gives
\begin{equation}
V_0=\frac{0.10\ \mathrm V}{\ln(27.38/1.415)}=0.034\ \mathrm V,
\end{equation}
or 78 mV per decade. The hyperbolic cosine then predicts about 121 nA at 0.10 V from the centre, against the computed 112 nA. At 0.20 V from the centre it predicts about 2300 nA against 852 nA. It describes the bottom of the curve, not its ends.

Tunnelling carries nearly all the current at the minimum. The no-tunnelling formula gives 0.0716 nA at the centre for $V_d=0.10$ V, or 0.0358 nA per branch. Since $\Delta\gg kT$, each branch is proportional to $1-e^{-V_d/kT}$, so at 0.40 V it becomes $0.0358/0.979=0.037$ nA. No transmission exceeds one, so this bounds the electron current above the contact barrier. It is 0.6\% of the 6.22 nA found.

The contacts are nevertheless far from transparent. The sharp-gap, thin-barrier formula gives 166 nA, and the full result is 0.075 of that. Part of this shortfall is edge reflection rather than barrier thickness: as $\lambda\to0$ the wave model itself reaches only about 56 nA, and the full result is 0.22 of that. Convexity, rather than the transparent-contact theorem, is the relevant argument for this device.

The floor rises from 0.63 to 12.4 to 55 nA as $V_d$ goes from 0.20 to 0.40 to 0.50 V. At the minimum each contact bends the bands by $V_d/2$. The last 0.10 V of drain bias therefore adds 0.05 V at each contact and multiplies the floor by $55.0/12.45=4.4$, the same factor as a 0.05 V gate step on the electron branch near the centre.

\subsection{When the barriers become thick}

For constant $U$, the wave in the gap decays at a rate $\kappa=\sqrt{\Delta^2-(E-U)^2}/(\hbar v)$, at most $\Delta/(\hbar v)=0.50$ nm$^{-1}$. The number $\Delta\lambda/(\hbar v)$ therefore measures barrier thickness in decay lengths. The next comparison fixes $V_d=0.10$ V and the bands, sets $L=10\lambda$, and compares the current 0.10 V above the midpoint with the current at it:
\begin{center}
\begin{tabular}{ccc}
$\lambda$ (nm) & $\Delta\lambda/(\hbar v)$ & $I(V_d/2+0.10\ \mathrm V)/I(V_d/2)$\\
3 & 1.5 & 8.67\\
10 & 5 & 2.30\\
30 & 15 & 1.01\\
100 & 50 & 0.72
\end{tabular}
\end{center}
At 100 nm the midpoint is no longer the minimum. The barriers that remain when tunnelling is negligible explain the trend. At $V_g=0.15$ V, the displaced gate voltage in the table, the hole barrier is raised by 0.05 eV and the electron barrier is unchanged. Since $\Delta\gg kT$, the ratio without tunnelling or reflection is $(1+e^{-0.05/0.02585})/2=0.57$. The wave model tends to a slightly higher value, about 0.61, because its abrupt contact edges still reflect slow carriers. Holes able to clear the raised interior barrier cross the drain edge with more energy and are reflected less. At 30 nm the midpoint is still a shallow local minimum: the current is about 4\% higher 0.05 V away, at $V_g=V_d$, and has fallen back by 0.10 V as the hole branch closes. At 100 nm the current at $V_g=0.07$ and $0.10$ V is within 0.2\% of the midpoint value, so the drop occurs beyond $V_d$. The crossover belongs to this drain bias and gate displacement; it is not a universal thickness. The 100 nm case also assumes coherence over 1000 nm, so it illustrates a limit rather than a realistic long device.

\section{What moves the minimum}

Suppose the hole current is multiplied by a constant $r$. The stationary condition becomes $I_n'(V_g)=rI_n'(V_d-V_g)$. Put $V_g=V_d/2+\delta$ and take logarithms:
\begin{equation}
\ln I_n'(V_d/2+\delta)-\ln I_n'(V_d/2-\delta)=\ln r .
\end{equation}
Even powers of $\delta$ cancel on the left, leaving $2\delta I_n''/I_n'$ to leading order. Thus
\begin{equation}
\delta\simeq\frac{\ln r}{2I_n''/I_n'}\bigg|_{V_d/2}.
\end{equation}
Differences over $\pm20$ mV give $I_n'=196$ nA/V and $I_n''=5669$ nA/V$^2$. For $r=2$ the shift is $0.693/(2\times28.9)=0.0120$ V. That step is coarse for so steep a branch: differences over $\pm4$ mV give about 185 nA/V and 5520 nA/V$^2$, and a shift of 11.65 mV. Direct minimization gives 11.6 mV. A factor of two in current therefore costs little in position, because the branches are steep.

Contacts that are not at midgap also break the symmetry. Raising midgap by 30 meV relative to the Fermi level at both contacts raises the electron barrier and lowers the hole barrier. The minimum moves by about $+8.5$ mV, uncertain by a few tenths of a millivolt: a higher gate voltage is needed to restore the balance. Here $V_g$ keeps its earlier zero, so the interior midgap is still $-V_g$. Flat band at zero drain bias now lies at $V_g=-30$ mV, and measured from there the shift is 38.5 mV.

\section{Comparison with real devices}

The parameters lie in the rough regime of a semiconducting carbon-nanotube transistor, whose conduction and valence bands are nearly symmetric. A 0.6 eV gap is ordinary for a tube somewhat over 1 nm in diameter. A 3 nm screening length is short and calls for a thin, strongly coupled gate; a thick back-gate oxide gives a longer one. The assumption most readily broken is midgap pinning, since a contact metal can favour one carrier. The 30 meV result sizes a small error of this kind and should not be extrapolated to a contact near a band edge.

Charge in the channel interior matters little at the minimum. Equilibrium with the source gives an upper electron density of 0.0050 nm$^{-1}$. With a rough gate capacitance of 0.30 aF/nm, this corresponds to 2.7 mV. At $V_g=V_d$ the same estimate gives 0.55 nm$^{-1}$ and 292 mV, so the large currents at the ends of the table are not quantitative predictions. Metal states that leak into the gap also charge the first nanometre or so at each contact. Including this charge self-consistently, with the same rough capacitance, shifts the bands by about 4 meV at the minimum and lowers the floor by roughly 8 to 11\%, the lower figure when charge is counted from the local midgap and the higher when the response of the filled valence states is included. Charge need not break the symmetry: the exchange swaps electrons with holes and reverses the charge, as it reverses $U$. The mirror relation survives if the self-consistent solution is unique.

With transparent contacts, a rough mean free path of 300 nm gives a backscattering factor $300/(300+40)=0.88$, a current reduction of about 12\%. When the contacts transmit only a fraction $T_c$, adding the channel incoherently gives $1/T=1/T_c+40/300$, so the reduction is smaller. A common factor for both branches leaves the minimum in place. A second subband with twice the gap carries $3\times10^{-6}$ of the first subband's current at the midpoint. The contact field there is 0.67 MV/cm, and the gap exceeds the drain bias by 0.20 eV, so the valence band at the source does not overlap the conduction band at the drain. Image-force lowering and phonon-assisted tunnelling are omitted; both would tend to raise the floor.

\section{What to do about it}

\textbf{Locate the minimum at several drain voltages.} With symmetric branches and thin barriers, the measured position follows $V_{FB}+V_d/2$. A slope of one half does not prove symmetry: for exponential branches with constant $r$ and $V_0$, the position is $V_{FB}+V_d/2+(V_0/2)\ln r$. The intercept alone cannot separate a flat-band shift from unequal branches.

\textbf{Look at the shape as well as the position.} A plateau between 0 and $V_d$, measured from flat band, with lower current on both sides, is consistent with contact-limited current and weak gate control of tunnelling. Searching such a plateau for its lowest point mainly measures noise and small asymmetries.

\textbf{Lower the floor through the bias or the drain barrier.} For the fixed device above, halving $V_d$ from 0.40 to 0.20 V lowers the minimum current by a factor of $12.45/0.633=20$. Where the supply cannot be reduced, the unwanted branch can be suppressed by widening the barrier at the drain alone, for instance with weaker gate coupling there; this can also cost some on-current. Changing the metal at both contacts is a less certain remedy: a modest common shift of the level raises one branch as it lowers the other, and so mainly moves the minimum. A change at the drain alone that raises the hole barrier by 0.10 eV lowers the floor in this model by about a third. Either change, at the drain barrier or in the contact level, abandons the symmetry, and $V_d/2$ is then no longer the expected position of the minimum.

\section*{Calculated quantities}
\begin{verbatim}
Temperature: 300 K; kT: 0.02585 eV
Band gap: 0.60 eV; hbar v: 0.60 eV nm
Screening length: 3.0 nm; channel length: 40.0 nm
Main drain voltage: 0.40 V
Vg (V), electron, hole and total current (nA):
  0.00  0.01738  851.9  851.9
  0.05  0.07551  359.2  359.2
  0.10  0.3256  111.8  112.1
  0.15  1.415  27.38  28.8
  0.20  6.223  6.223  12.45
  0.25  27.38  1.415  28.8
  0.30  111.8  0.3256  112.1
  0.35  359.2  0.07551  359.2
  0.40  851.9  0.01738  851.9
Vd (V), located minimum Vg (V), minimum current (nA):
  0.20  0.1000  0.633
  0.40  0.2000  12.45
  0.50  0.2500  55.04
Thin-barrier formula at main Vd: 165.7 nA
Full/thin minimum-current ratio: 0.075
Thickness comparison: Vd = 0.10 V, L = 10 lambda
lambda (nm), I(Vd/2 + 0.1 V)/I(Vd/2):
  3  8.666
  10  2.304
  30  1.011
  100  0.721
Classical thick-barrier current, centre: 0.07158 nA
Classical current at Vg = 0.20 V: 0.03654 nA
Electron slope In' at centre: 196 nA/V
Electron curvature In'' at centre: 5669 nA/V^2
Hole-current factor: 2.0
Predicted minimum shift: 12.0 mV
Computed minimum shift: 11.6 mV
Contact midgap offset: 30 meV
Minimum shift from offset: 8.5 mV
Rough gate capacitance: 0.30 aF/nm
Upper electron density, Vg = Vd/2: 0.004976 /nm
Charge potential scale there: 2.66 mV
Upper electron density, Vg = Vd: 0.5472 /nm
Charge potential scale there: 292 mV
Second/first subband current: 2.92e-06
Rough mean free path: 300 nm
Backscattering factor: 0.882
Contact field at minimum: 0.667 MV/cm
Band-to-band margin Eg - eVd: 0.20 eV
\end{verbatim}
